# Final temperature of a cold Debye crystal after an energy deposit: test program

```python
# Result under test: a Debye crystal (Debye temperature 645 K) at absolute zero
# that receives 0.01 eV per atom of vibrational energy reaches about 179 K,
# whereas a classical harmonic crystal starting at rest reaches energy/(3 k).
# Symbols: theta = Debye temperature, T = temperature, x = theta/T,
# D(x) = (3/x^3) * integral from 0 to x of t^3/(exp(t)-1) dt,
# thermal energy per atom above the ground state = 3 k T D(theta/T).
import numpy as np
from scipy.constants import k as k_joule, e as charge, hbar, h
from scipy.integrate import quad
from scipy.optimize import brentq

k_ev = k_joule / charge
theta = 645.0            # K
added = 0.01             # eV per atom


def debye_mean(x):
    integral = quad(lambda t: t**3 / np.expm1(t), 0, x, epsabs=1e-12)[0]
    return 3 * integral / x**3


def thermal_energy(T, debye_T=theta):
    return 3 * k_ev * T * debye_mean(debye_T / T)


def temperature_for(energy, debye_T=theta):
    return brentq(lambda T: thermal_energy(T, debye_T) - energy, 20, 1500)


def tail_term(x, m):
    return np.exp(-m*x) * (x**3/m + 3*x**2/m**2 + 6*x/m**3 + 6/m**4)


def heat_capacity_ratio(T):
    x = theta / T
    return 4 * debye_mean(x) - 3 * x / np.expm1(x)


T_quantum = temperature_for(added)
T_classical = added / (3 * k_ev)
assert round(T_quantum) == 179

# Classical equipartition from phase-space averages (mass 3, stiffness 2, kT 0.7)
kT = 0.7
for energy_part in (lambda p: p**2 / (2*3.0), lambda q: 2.0 * q**2 / 2):
    weight = lambda s: np.exp(-energy_part(s) / kT)
    top = quad(lambda s: energy_part(s) * weight(s), -30, 30, points=[0])[0]
    bottom = quad(weight, -30, 30, points=[0])[0]
    assert abs(top / bottom - kT / 2) < 1e-7

# Mean quantum number of an oscillator from an explicit sum over levels
levels = np.arange(2000)
for ratio in (0.1, 1.0, 3.6):
    boltzmann = np.exp(-ratio * levels)
    mean_level = np.sum(levels * boltzmann) / np.sum(boltzmann)
    assert abs(mean_level * np.expm1(ratio) - 1) < 1e-9

# Explicit crystal: wavevectors on a cubic grid inside a sphere, linear dispersion
radius = 40
axis = np.arange(-radius, radius + 1)
squares = (axis[:, None, None]**2 + axis[None, :, None]**2
           + axis[None, None, :]**2).ravel()
squares = squares[(squares > 0) & (squares <= radius**2)]
mode_kelvin = theta * np.sqrt(squares) / radius
assert abs(len(squares) / (4 * np.pi * radius**3 / 3) - 1) < 2e-3


def mode_sum_energy(T):
    return 3 * k_ev * np.mean(mode_kelvin / np.expm1(mode_kelvin / T))


T_modes = brentq(lambda T: mode_sum_energy(T) - added, 50, 600, xtol=1e-6)
assert abs(T_modes - T_quantum) < 0.3     # finite grid of wavevectors
zero_point = 9 * k_ev * theta / 8
assert abs(3 * k_ev * np.mean(mode_kelvin) / 2 / zero_point - 1) < 2e-3

# Bounds on the thermal energy, and its steady rise, over a wide range
scan = np.linspace(30, 1200, 60)
scan_energy = np.array([thermal_energy(T) for T in scan])
quartic = 3 * np.pi**4 / 5 * k_ev * scan**4 / theta**3
assert np.all(np.diff(scan_energy) > 0)
assert np.all(scan_energy < 3 * k_ev * scan)
assert np.all(scan_energy < quartic * (1 + 1e-6))   # nearly equal when cold
assert np.all(scan_energy > 3 * k_ev * scan - zero_point)
T_lower = (5 * added * theta**3 / (3 * np.pi**4 * k_ev))**0.25
T_upper = T_classical + 3 * theta / 8
assert T_lower < T_modes < T_upper

# Hand evaluation at a trial temperature and one Newton step
T_trial = 180.0
x_trial = theta / T_trial
tails = [tail_term(x_trial, m) for m in (1, 2, 3)]
integral_trial = np.pi**4 / 15 - sum(tails)
D_trial = 3 * integral_trial / x_trial**3
assert abs(D_trial - debye_mean(x_trial)) < 1e-5
energy_trial = 3 * k_ev * T_trial * D_trial
capacity_trial = 4 * D_trial - 3 * x_trial / np.expm1(x_trial)
slope = (thermal_energy(T_trial + 0.1) - thermal_energy(T_trial - 0.1)) / 0.2
assert abs(slope / (3 * k_ev) - capacity_trial) < 1e-4
T_newton = T_trial - (energy_trial - added) / (3 * k_ev * capacity_trial)
assert abs(T_newton - T_modes) < 0.3
assert abs(T_newton - T_quantum) < 0.02

# Why it is hot: most modes are stiffer than kT and hold little energy
stiff_fraction = 1 - (T_quantum / theta)**3
assert abs(np.mean(mode_kelvin > T_quantum) - stiff_fraction) < 2e-3
x_final = theta / T_quantum
top_mode_share = x_final / np.expm1(x_final)
D_final = debye_mean(x_final)

# Simulation cell and rough silicon-like data for the neglected effects
atoms = 100000
density = 50.0                              # atoms per nm^3, rough
cell_energy = atoms * added
cell_side = (atoms / density)**(1 / 3)
k_debye = (6 * np.pi**2 * density)**(1 / 3)  # 1/nm
sound = k_joule * theta / (hbar * k_debye * 1e9)   # m/s
lowest_mode = theta * (2 * np.pi / cell_side) / k_debye
sphere_radius = (3 * atoms / (4 * np.pi * density))**(1 / 3)
escape_ps = sphere_radius * 1e-9 / sound * 1e12

group_thz = np.array([4.5, 11.0, 14.5])      # rough, one mode per atom each
group_kelvin = h * group_thz * 1e12 / k_joule
T_groups = brentq(lambda T: k_ev * np.sum(
    group_kelvin / np.expm1(group_kelvin / T)) - added, 30, 600)
assert T_groups > 3 * T_classical

pairs, pair_energy = 20, 4.0                 # rough defect count and eV
stored = pairs * pair_energy
T_defects = temperature_for((cell_energy - stored) / atoms)
T_soft = temperature_for(added, 0.99 * theta)
expansion, bulk_modulus = 3e-6, 100e9        # 1/K (upper size), Pa; rough
capacity_final = heat_capacity_ratio(T_quantum)
cp_minus_cv = 9 * expansion**2 * bulk_modulus * 1e-27 / density * T_quantum
cp_percent = 100 * cp_minus_cv / (3 * k_joule * capacity_final)
T_start = 300.0
rise_warm = temperature_for(thermal_energy(T_start) + added) - T_start
assert T_classical < rise_warm < 1.5 * T_classical

print(f"Debye temperature: {theta:.0f} K")
print(f"added energy per atom: {added:.2f} eV")
print(f"Boltzmann constant: {k_ev:.6e} eV/K")
print(f"added energy / k: {added/k_ev:.2f} K")
print(f"classical temperature: {T_classical:.2f} K")
print(f"quantum temperature, Debye integral: {T_quantum:.2f} K")
print(f"quantum temperature, mode sum: {T_modes:.2f} K")
print(f"wavevectors in mode sum: {len(squares)}")
print(f"ratio quantum/classical: {T_quantum/T_classical:.2f}")
print(f"lower bound on temperature: {T_lower:.1f} K")
print(f"upper bound on temperature: {T_upper:.1f} K")
print(f"zero-point energy per atom: {zero_point:.4f} eV")
print(f"trial temperature: {T_trial:.0f} K")
print(f"x at trial: {x_trial:.5f}")
print(f"pi^4/15: {np.pi**4/15:.5f}")
for m, value in enumerate(tails, 1):
    print(f"tail term {m}: {value:.5f}")
print(f"integral at trial: {integral_trial:.5f}")
print(f"D at trial: {D_trial:.5f}")
print(f"energy at trial: {energy_trial:.6f} eV")
print(f"C/(3k) at trial: {capacity_trial:.4f}")
print(f"temperature after Newton step: {T_newton:.2f} K")
print(f"x at final temperature: {x_final:.4f}")
print(f"D at final temperature: {D_final:.4f}")
print(f"fraction of modes above kT: {stiff_fraction:.4f}")
print(f"top mode energy / kT: {top_mode_share:.4f}")
print(f"atoms in cell: {atoms}")
print(f"energy given to cell: {cell_energy:.0f} eV")
print(f"atomic density (rough): {density:.0f} nm^-3")
print(f"cell side: {cell_side:.2f} nm")
print(f"Debye wavevector: {k_debye:.2f} nm^-1")
print(f"Debye sound speed: {sound:.0f} m/s")
print(f"lowest cell mode / k: {lowest_mode:.1f} K")
print(f"radius of sphere with same atoms: {sphere_radius:.2f} nm")
print(f"sound crossing time of radius: {escape_ps:.2f} ps")
print("mode groups (rough):", *group_thz, "THz")
print("mode groups / k:", *[f"{g:.0f}" for g in group_kelvin], "K")
print(f"temperature with mode groups: {T_groups:.1f} K")
print(f"defect pairs: {pairs}, energy each: {pair_energy:.0f} eV")
print(f"stored defect energy: {stored:.0f} eV")
print(f"temperature with defects: {T_defects:.1f} K")
print(f"temperature, theta 1 % lower: {T_soft:.2f} K")
print(f"expansion coefficient (rough): {expansion:.0e} 1/K")
print(f"bulk modulus (rough): {bulk_modulus/1e9:.0f} GPa")
print(f"(Cp-Cv)/Cv: {cp_percent:.3f} %")
print(f"warm start: {T_start:.0f} K")
print(f"quantum rise from warm start: {rise_warm:.1f} K")
print("tests ok")
```

Output:

```
Debye temperature: 645 K
added energy per atom: 0.01 eV
Boltzmann constant: 8.617333e-05 eV/K
added energy / k: 116.05 K
classical temperature: 38.68 K
quantum temperature, Debye integral: 178.81 K
quantum temperature, mode sum: 178.76 K
wavevectors in mode sum: 267760
ratio quantum/classical: 4.62
lower bound on temperature: 151.9 K
upper bound on temperature: 280.6 K
zero-point energy per atom: 0.0625 eV
trial temperature: 180 K
x at trial: 3.58333
pi^4/15: 6.49394
tail term 1: 3.11257
tail term 2: 0.02756
tail term 3: 0.00044
integral at trial: 3.35337
D at trial: 0.21865
energy at trial: 0.010174 eV
C/(3k) at trial: 0.5674
temperature after Newton step: 178.81 K
x at final temperature: 3.6072
D at final temperature: 0.2163
fraction of modes above kT: 0.9787
top mode energy / kT: 0.1006
atoms in cell: 100000
energy given to cell: 1000 eV
atomic density (rough): 50 nm^-3
cell side: 12.60 nm
Debye wavevector: 14.36 nm^-1
Debye sound speed: 5881 m/s
lowest cell mode / k: 22.4 K
radius of sphere with same atoms: 7.82 nm
sound crossing time of radius: 1.33 ps
mode groups (rough): 4.5 11.0 14.5 THz
mode groups / k: 216 528 696 K
temperature with mode groups: 167.0 K
defect pairs: 20, energy each: 4 eV
stored defect energy: 80 eV
temperature with defects: 173.2 K
temperature, theta 1 % lower: 177.70 K
expansion coefficient (rough): 3e-06 1/K
bulk modulus (rough): 100 GPa
(Cp-Cv)/Cv: 0.124 %
warm start: 300 K
quantum rise from warm start: 46.9 K
tests ok
```
